\section*{McIntyre's Excess-Noise Factor for Local Avalanche Multiplication}

\section{What a fixed gain gets wrong}

An avalanche layer turns a primary photocurrent $I_0$ into a mean current $MI_0$. Suppose that the gain is treated as a fixed number. The shot-noise density $2qI_0$ of the primary current, with $q$ the elementary charge, is then multiplied by $M^2$ and by nothing else. For the layer computed below, with $I_0=100$ nA and $M=10.25$, this gives a noise of $1.84\ \mathrm{pA}/\sqrt{\mathrm{Hz}}$. The same model with its random ionisation retained gives $3.47\ \mathrm{pA}/\sqrt{\mathrm{Hz}}$. The signal is the same in both calculations, so the fixed-gain estimate of the signal-to-noise power ratio is too large by a factor of 3.57.

The missing factor is a property of the gain distribution. If one injected electron leads to $N$ collected electrons, then
\begin{equation}
M=\langle N\rangle,\qquad F=\frac{\langle N^2\rangle}{\langle N\rangle^2}
=1+\frac{\mathrm{Var}\,N}{M^2}.
\label{eq:def}
\end{equation}

\section{Assumptions and theorem}

The layer occupies $0<x<W$. Electrons drift towards $+x$ and holes towards $-x$. In a path element $dx$ an electron ionises with probability $\alpha(x)\,dx$ and a hole with probability $\beta(x)\,dx$. Both coefficients are bounded, non-negative and piecewise continuous. The assumptions are as follows.

\begin{enumerate}
\item Ionisation is local and independent of history. The coefficients depend on position, not on the distance a carrier has travelled since its birth or its last ionisation. Different carriers act independently.
\item No carrier recombines or is trapped, and the carriers do not alter the field.
\item Each primary carrier is an electron entering at $x=0$.
\item The layer is below breakdown, which means that the mean yield defined in the next section is bounded.
\end{enumerate}

\paragraph{Theorem.} Let $M(x)$ be the mean yield of a pair born at $x$, and write $M=M(0)$. Under assumptions 1 to 4,
\begin{equation}
F=2-M+\frac{2}{M}\int_0^W\alpha(x)M(x)^2\,dx .
\label{eq:general}
\end{equation}
If in addition $\beta(x)=k\alpha(x)$ with constant $k\ge 0$, then
\begin{equation}
F=kM+(1-k)\left(2-\frac1M\right).
\label{eq:mcintyre}
\end{equation}

The constant ratio is a separate condition: locality does not supply it. The coefficient $\alpha$ itself may vary with position in (\ref{eq:mcintyre}).

\section{The mean yield}

Let $N(x)$ count a pair born at $x$ together with all pairs descended from it. Every pair sends one electron out at $W$, so $N(x)$ is also the number of electrons collected. An electron injected at $x=0$ is equivalent to a pair born there, because the hole of such a pair leaves at once.

\paragraph{Lemma 1.} The mean $M(x)=\langle N(x)\rangle$ obeys
\begin{equation}
M(x)=1+\int_x^W\alpha M\,dx'+\int_0^x\beta M\,dx',
\qquad M'=-(\alpha-\beta)M .
\label{eq:mean}
\end{equation}

\paragraph{Proof.} The original electron crosses $(x,W)$ and the original hole crosses $(0,x)$. An ionisation at $x'$ creates a new pair of mean yield $M(x')$, while the ionising carrier continues with unchanged coefficients. Summing probability times mean yield over all path elements, and adding 1 for the original pair, gives the integral equation. In the derivative, the lower limit of the first integral contributes $-\alpha M$ and the upper limit of the second contributes $+\beta M$. At a jump of a coefficient $M$ remains continuous, and the differential equation holds on either side.

At the left edge, (\ref{eq:mean}) gives a relation needed later:
\begin{equation}
\int_0^W\alpha M(x)\,dx=M-1 .
\label{eq:edge}
\end{equation}

It is useful to define, for any function $f$,
\begin{equation}
(Tf)(x)=\int_x^W\alpha f\,dx'+\int_0^x\beta f\,dx' .
\end{equation}
The mean number of descendants in generation $j$ is $T^j1$, so $M(x)=\sum_{j\ge0}T^j1$. Below breakdown this sum is bounded by some number $B$.

\section{The variance}

\paragraph{Lemma 2.} Below breakdown the variance $V(x)$ of $N(x)$ is finite and obeys
\begin{equation}
V=T(V+M^2),\qquad V'=-(\alpha-\beta)(V+M^2).
\label{eq:var}
\end{equation}

\paragraph{Proof.} Consider one element of the electron's path, with ionisation probability $p=\alpha\,dx'$. Its contribution to $N(x)$ is zero with probability $1-p$ and $N(x')$ with probability $p$. The mean contribution is $pM(x')$ and the mean square is $p\langle N(x')^2\rangle=p(V+M^2)$. The variance of the contribution is therefore
\begin{equation}
p(V+M^2)-p^2M^2 .
\end{equation}
The number of elements grows as $1/dx'$, so the sum of the terms in $p^2$ vanishes as $dx'\to0$. By assumption 1 different elements contribute independently, and their variances add. The hole's path is treated in the same way with $\beta$. This gives the integral equation, and differentiation proceeds as in Lemma 1.

To show that $V$ is finite, keep only the first $n$ generations, with mean $M_n\le M\le B$ and variance $V_n$, where $V_0=0$. The argument above gives
\begin{equation}
V_n=T(V_{n-1}+M_{n-1}^2)\le TV_{n-1}+B^2\,T1 .
\end{equation}
Repeated use yields
\begin{equation}
V_n\le B^2\sum_{j=1}^nT^j1\le B^2\,[M(x)-1].
\end{equation}
The bound does not depend on $n$. The truncated counts increase towards $N(x)$, so their first two moments converge to those of $N(x)$, and the limit obeys (\ref{eq:var}).

The term $M^2$ in (\ref{eq:var}) is the source of the noise. Even if every new pair had a fixed yield, so that $V$ vanished on the right-hand side, the random number of ionisations would make the total fluctuate.

\paragraph{Lemma 3.} For any $\alpha(x)$ and $\beta(x)$ below breakdown there is a constant $C$ such that
\begin{equation}
V(x)=M(x)^2+CM(x).
\label{eq:VC}
\end{equation}

\paragraph{Proof.} Since $M(x)\ge1$, division by it is allowed:
\begin{align}
\left(\frac VM\right)'&=\frac{V'M-VM'}{M^2}\nonumber\\
&=\frac{-(\alpha-\beta)(V+M^2)M+(\alpha-\beta)VM}{M^2}\nonumber\\
&=-(\alpha-\beta)M=M' .
\end{align}
Thus $V/M-M$ has zero derivative. It is also continuous, and is therefore a constant, $C$.

\section{Proof of the theorem}

\paragraph{General profiles.} Write $J=\int_0^W\alpha M(x)^2dx$. At $x=0$, equation (\ref{eq:var}) with (\ref{eq:VC}) and (\ref{eq:edge}) gives
\begin{equation}
V(0)=\int_0^W\alpha\,(2M^2+CM)\,dx=2J+C(M-1).
\end{equation}
Equation (\ref{eq:VC}) at the same point gives $V(0)=M^2+CM$. Equating the two and cancelling $CM$ leaves
\begin{equation}
C=2J-M^2 .
\label{eq:C}
\end{equation}
Therefore
\begin{equation}
F=1+\frac{V(0)}{M^2}=2+\frac CM=2-M+\frac{2J}{M},
\label{eq:FC}
\end{equation}
which is (\ref{eq:general}).

\paragraph{Constant ratio.} Let $M_W=M(W)$. Equations (\ref{eq:mean}) and (\ref{eq:edge}) give
\begin{equation}
M_W=1+k\int_0^W\alpha M\,dx=1+k(M-1).
\label{eq:MW}
\end{equation}
For $k\ne1$, multiply $M'=-(1-k)\alpha M$ by $M(x)$ and integrate across the layer:
\begin{align}
2(1-k)J&=M^2-M_W^2=(M-M_W)(M+M_W)\nonumber\\
&=(1-k)(M-1)\,[(1+k)M+1-k].
\end{align}
Division by $1-k$ gives
\begin{equation}
2J=(M-1)\,[(1+k)M+1-k].
\label{eq:J}
\end{equation}
For $k=1$ the mean yield is the same at every $x$, so $J=M\int_0^W\alpha M\,dx=M(M-1)$. This agrees with (\ref{eq:J}), which thus holds for every $k\ge0$. Multiplying out,
\begin{equation}
2J=(1+k)M^2-2kM-(1-k).
\end{equation}
Insertion in (\ref{eq:FC}) gives
\begin{align}
F&=2-M+(1+k)M-2k-\frac{1-k}{M}\nonumber\\
&=kM+2(1-k)-\frac{1-k}{M},
\end{align}
which is (\ref{eq:mcintyre}).

\section{Gain and breakdown at constant ratio}

Let $a=\int_0^W\alpha\,dx$. For $k\ne1$, integrating the differential equation in (\ref{eq:mean}) gives $M_W=Me^{-(1-k)a}$. Equating this to (\ref{eq:MW}) yields
\begin{equation}
M=\frac{1-k}{e^{-(1-k)a}-k}.
\label{eq:gain}
\end{equation}
For $k=1$, (\ref{eq:edge}) becomes $aM=M-1$, so $M=1/(1-a)$. A positive solution exists for
\begin{equation}
a<a_b=\frac{\ln(1/k)}{1-k},
\end{equation}
with the limits $a_b=1$ at $k=1$ and $a_b=\infty$ at $k=0$. Such a solution does mean that the layer is below breakdown. If a bounded positive $\phi$ solves $\phi=1+T\phi$, repeated substitution gives $\phi=\sum_{j<n}T^j1+T^n\phi$, so $\phi$ bounds every partial sum of the mean yield.

At and above $a_b$ the moments in (\ref{eq:def}) no longer describe the device. A single-photon detector biased above breakdown is such a case, and neither $M$ nor $F$ applies to it.

\section{Limits and the case of hole injection}

\paragraph{Remark 1: small gain.} Put $M=1+\epsilon$ with $\epsilon\ll1$. Then $1/M=1-\epsilon+\epsilon^2-\dots$, and
\begin{equation}
F=1+\epsilon-(1-k)\epsilon^2+\dots
\end{equation}
The ratio $k$ is absent at first order. To that order there is at most one ionisation, made by the injected electron with probability $\epsilon$, and the variance of that event is $\epsilon$.

\paragraph{Remark 2: dependence on the ratio.} At fixed $M$,
\begin{equation}
\frac{\partial F}{\partial k}=M-2+\frac1M=\frac{(M-1)^2}{M}\ge0 .
\end{equation}
When holes do not ionise, $k=0$ and $F=2-1/M$, which stays below 2 at any gain. When both carriers ionise equally, $k=1$ and $F=M$. For fixed $k>0$ and large gain, $F\approx kM+2(1-k)$. In this large-gain form the first term overtakes the second at $M=2(1-k)/k$, which is 8 for $k=0.2$.

\paragraph{Remark 3: hole injection.} A hole entering at $x=W$ is equivalent to a pair born there. Lemma 3 then gives, for $k>0$,
\begin{equation}
F_h=1+\frac{V(W)}{M_W^2}=2+\frac{C}{M_W}.
\label{eq:Fh}
\end{equation}
Reflection of the layer exchanges the two carriers and replaces $k$ by $1/k$, so the same quantity is
\begin{equation}
F_h=\frac{M_W}{k}+\left(1-\frac1k\right)\left(2-\frac1{M_W}\right).
\end{equation}

\section{From the gain distribution to current noise}

Let primary electrons arrive as a Poisson process of rate $r=I_0/q$. Take a time window $\tau$ much longer than an avalanche. The argument of Lemma 2, applied to elements of time, gives the variance $q^2r\tau\langle N^2\rangle$ for the collected charge. A current with constant one-sided noise density $S$ has an integrated-charge variance
\begin{equation}
\int_0^\infty S\,\frac{\sin^2(\pi f\tau)}{(\pi f)^2}\,df=\frac{S\tau}{2}.
\end{equation}
Equating the two variances gives
\begin{equation}
S=2q^2r\langle N^2\rangle=2qI_0M^2F .
\label{eq:S}
\end{equation}
This holds at frequencies well below the inverse avalanche duration. Amplifier noise and dark current are not included.

\section{A layer in the silicon regime}

Take $W=1000$ nm, a uniform field of 0.33 MV/cm, $\alpha=1.6\times10^4\ \mathrm{cm}^{-1}$ and $k=0.2$. Then $a=1.6$. From (\ref{eq:gain}) and (\ref{eq:MW}),
\begin{align}
M&=\frac{0.8}{e^{-1.28}-0.2}=10.25,\\
M_W&=1+0.2\,(10.2515-1)=2.850 .
\end{align}
The integral in (\ref{eq:J}) is $J=60.61$, so (\ref{eq:C}) gives $C=121.21-105.09=16.12$. The variance is
\begin{equation}
V(0)=105.09+16.12\times10.25=270.3 .
\end{equation}
Its square root is about 16.4, larger than the mean gain itself. The two terms of (\ref{eq:mcintyre}) are
\begin{equation}
F=0.2\times10.25+0.8\,(2-0.0975)=2.05+1.52=3.57 .
\end{equation}

With $I_0=100$ nA, (\ref{eq:S}) gives
\begin{equation}
\sqrt S=\sqrt{2qI_0\times105.09\times3.572}
=3.47\ \mathrm{pA}/\sqrt{\mathrm{Hz}} .
\end{equation}
For holes injected at the far side of the same layer, (\ref{eq:Fh}) gives $F_h=2+16.118/2.8503=7.65$, although the gain is only 2.85.

Following 400000 injected electrons and their descendants through random free paths gave $M=10.229\pm0.026$ and $F=3.563\pm0.017$, where the uncertainties are one standard error. Both agree with the formulas within one standard error. The numerical output also compares (\ref{eq:mcintyre}) with direct solutions of the moment equations for $k=0$, 0.2, 1 and 3; they agree to the four decimals printed.

\paragraph{Remark 4: a ratio that varies.} Keep $W$ and the uniform $\alpha$, but let $\beta=2k\alpha x/W$ with $k=0.2$. The integrated ratio of the coefficients is still 0.2. The gain becomes 6.99, and both the moment equations and (\ref{eq:general}) give $F=2.34$. Formula (\ref{eq:mcintyre}), evaluated at the new gain with $k=0.2$, gives 2.88, which is 23\% too high relative to the solved value. The integrated ratio therefore cannot in general stand in for a constant $k$.

\section{Comparison with real devices}

These parameters are rough values for the silicon multiplication layer of a germanium-on-silicon photodiode, where light absorbed in germanium supplies electrons to silicon. Effective ratios for silicon devices run roughly from a few hundredths to a few tenths, so $k=0.2$ is not an extreme choice. Real carriers break the assumption of history independence, because a newly created carrier must first gain energy from the field. With a rough threshold of 1.65 eV for both carriers, the dead space is 50 nm, or 8\% of the mean electron ionisation path of 625 nm. Imposing it after each birth and each ionisation, with $W$ and both mean ionisation paths held fixed, lowers the gain from 10.25 to 6.85 and gives $F=2.53$. The local formula at this lower gain gives 2.85, which is 13\% too high relative to the dead-space model. The size of the fall in gain depends on holding the mean paths fixed. Coefficients fitted to measured gains with the local model already absorb much of the dead space, so this fall is not a prediction for a device; the lower $F$ at equal gain is the feature that carries over.

The gain responds strongly because the layer is only 20\% below breakdown in $a$: here $a_b=2.01$. Differentiating (\ref{eq:gain}) at fixed $k$ gives $dM/da=M^2e^{-(1-k)a}=MM_W$, hence
\begin{equation}
\frac{d\ln M}{d\ln a}=aM_W=1.6\times2.850=4.56 .
\end{equation}
A loss of 2\% in both coefficients lowers $a$ by 2\%. The gain falls to 9.38 and $F$ to 3.39. In silicon at this field a warming of roughly 5 to 15 K is enough for such a loss, since common fits give a decrease of roughly 0.15 to 0.4\% per kelvin for electrons and 0.3 to 0.7\% per kelvin for holes.

Impure injection raises $F$ here, although it also lowers the mean gain. If 10\% of the primary carriers are holes entering at $x=W$, the first two moments are averaged over the two kinds of primary. This gives $F=3.80$ instead of 3.57.

Two other neglected effects are small for these numbers. At the multiplied current of 1.03 $\mu$A through a device 20 $\mu$m in diameter, an upper estimate, which counts carriers of one sign only and shifts the field uniformly, gives a field shift of about 0.001\% and a gain change of about 0.02\%. The electron and hole charges partly cancel, and at fixed voltage across the layer the mean shift vanishes, so the actual change is smaller. A direct two-band estimate of tunnelling, with a gap of 1.1 eV and a band mass of 0.2 electron masses in each band, gives an exponential factor of about $5\times10^{-28}$. Silicon has an indirect gap and the prefactor is omitted, so this is an indication of size, not a tunnelling current.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Layer width: 1000 nm
Field: 0.33 MV/cm
Voltage across layer: 33.0 V
alpha: 1.600e+04 1/cm
beta: 3.200e+03 1/cm
k: 0.20 (no unit)
a = alpha W: 1.600 (no unit)
Breakdown a: 2.0118 (no unit)
Largest eigenvalue at breakdown: 1.00000 (no unit)
Gain M: 10.2515 (no unit)
Pair yield M(W): 2.8503 (no unit)
Integral of alpha M(x)^2: 60.6057 (no unit)
Constant C: 16.1181 (no unit)
Variance of N: 270.328 (no unit)
Excess-noise factor F: 3.5723 (no unit)
Simulated carriers injected: 400000
Simulated M: 10.2286 +/- 0.0259 (no unit)
Simulated F: 3.5629 +/- 0.0172 (no unit)
Charge variance, simulation/formula: 0.9995
a=2.0, k=0.0: M=7.3891, F solved=1.8647, formula=1.8647
a=1.6, k=0.2: M=10.2515, F solved=3.5723, formula=3.5723
a=0.8, k=1.0: M=5.0000, F solved=5.0000, formula=5.0000
a=0.4, k=3.0: M=2.5824, F solved=4.5218, formula=4.5218
Varying k, beta = 2 k alpha x/W: M=6.9948
Varying k: F solved=2.3393, general=2.3393
Varying k: constant-k formula gives 2.8846
Primary current: 100 nA
Multiplied current: 1.0252 uA
Noise density: 3.468 pA/sqrt(Hz)
Noise density if F=1: 1.835 pA/sqrt(Hz)
Rough gap: 1.10 eV; threshold: 1.65 eV
Dead space: 50.0 nm
Mean electron ionisation path: 625.0 nm
With dead space: M=6.8539, F=2.5255
Local formula at that M: F=2.8541
Hole share of injection: 10 %
F with mixed injection: 3.8036 (no unit)
Warming: 20 K; rough alpha loss: 0.1 %/K
After warming: M=9.3845, F=3.3917
Device diameter: 20 um
Rough drift velocity: 1.0e+07 cm/s
Space-charge field shift: 0.00093 %
Rough log slope of alpha with field: 4.0
Space-charge gain loss: 0.0170 %
Rough tunnelling mass: 0.20 m_e
Tunnelling exponent: 62.91 (no unit)
Tunnelling factor: 4.77e-28 (no unit)
\end{verbatim}
